# Exchange Splitting of the 3s Photoelectron Line and Its Reduction in Mn²⁺: a program that tests the result

```python
# Result under test: removal of one 3s electron from an ion with an open 3d shell
# of spin S gives final spins S+1/2 and S-1/2 with
#   E(S-1/2) - E(S+1/2) = (2S+1) G2(3s,3d)/5,   I(S+1/2)/I(S-1/2) = (S+1)/S,
# for one configuration and frozen orbitals.  G2 is the k=2 Slater exchange integral,
# K = G2/5 the exchange integral of 3s with any 3d orbital.
# For Mn2+ the mixing of 3s1 3p6 3d5 with 3s2 3p4 3d6 is then computed; its coupling
# is V = (2/sqrt 5) R1(3s3d;3p3p).  Internal energies are in hartree.
from math import comb, sqrt, pi
import numpy as np
from scipy.constants import physical_constants, e as elementary_charge
from scipy.integrate import cumulative_trapezoid, trapezoid
from pyscf import gto, scf, fci, ao2mo
from pyscf.fci import cistring

EV = physical_constants["Hartree energy in eV"][0]


def matrix_of(apply, norb, nelec):
    """Dense matrix of an operator given by its action on determinants."""
    shape = (comb(norb, nelec[0]), comb(norb, nelec[1]))
    dim = shape[0] * shape[1]
    out = np.zeros((dim, dim))
    for k in range(dim):
        v = np.zeros(dim)
        v[k] = 1.0
        out[:, k] = np.asarray(apply(v.reshape(shape))).ravel()
    return out


def hamiltonian(h1, eri, norb, nelec):
    op = fci.direct_spin1.absorb_h1e(h1, eri, norb, nelec, 0.5)
    return matrix_of(lambda v: fci.direct_spin1.contract_2e(op, v, norb, nelec),
                     norb, nelec)


def spin_squared(v, norb, nelec):
    return np.asarray(fci.spin_op.contract_ss(v, norb, nelec)).reshape(v.shape)


def shell_count(norb, nelec, orbitals):
    """Number of electrons in the listed orbitals, for every determinant."""
    mask = sum(1 << i for i in orbitals)
    a, b = [[bin(int(s) & mask).count("1")
             for s in cistring.make_strings(range(norb), n)] for n in nelec]
    return np.add.outer(a, b).ravel()


def low_spin_part(v, norb, nelec, spin):
    """Part of spin S-1/2 of a vector that holds only S+1/2 and S-1/2."""
    hi, lo = spin + 0.5, spin - 0.5
    return ((hi * (hi + 1) * v - spin_squared(v, norb, nelec))
            / (hi * (hi + 1) - lo * (lo + 1)))


# ---------- Hartree-Fock for the free Mn2+ ion, 3d5, sextet S ----------
mol = gto.M(atom="Mn 0 0 0", charge=2, spin=5, basis="unc-def2-tzvp", verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-7
mf.max_cycle = 150
mf.kernel()
assert mf.converged
C, occ = mf.mo_coeff, mf.mo_occ
overlap = mol.intor("int1e_ovlp")
dm = (C * occ) @ C.T
kinetic = np.sum(dm * mol.intor("int1e_kin"))
virial = -(mf.e_tot - kinetic) / kinetic
assert abs(virial - 2) < 1e-3

ao_l = np.concatenate([[mol.bas_angular(i)] * ((2 * mol.bas_angular(i) + 1)
                       * mol.bas_nctr(i)) for i in range(mol.nbas)])
population = C * (overlap @ C)
l_weight = np.array([population[ao_l == l].sum(axis=0) for l in range(3)])


def orbitals_of(l, occupation):
    found = np.where((l_weight[l] > 0.999) & (np.abs(occ - occupation) < 0.1))[0]
    return found[np.argsort(mf.mo_energy[found])]


s_all, p_all, d_all = orbitals_of(0, 2), orbitals_of(1, 2), orbitals_of(2, 1)
assert (len(s_all), len(p_all), len(d_all)) == (3, 6, 5)
active = np.concatenate([s_all[2:], p_all[3:], d_all])
core = np.concatenate([s_all[:2], p_all[:3]])
C_act = np.ascontiguousarray(C[:, active])
dm_core = 2 * C[:, core] @ C[:, core].T
J, X = scf.hf.get_jk(mol, dm_core)
h1 = C_act.T @ (mf.get_hcore() + J - 0.5 * X) @ C_act
eri = ao2mo.restore(1, ao2mo.kernel(mol, C_act), 9)

# ---------- Slater integrals by radial quadrature ----------
r = np.exp(np.linspace(np.log(1e-4), np.log(25.0), 6000))
direction = np.array([0.36, 0.48, 0.80])
ao_values = mol.eval_gto("GTOval_sph", r[:, None] * direction)


def radial(columns, l):
    values = ao_values @ C_act[:, columns]
    ref = values[np.argmax(np.linalg.norm(values, axis=1))]
    return values @ (ref / np.linalg.norm(ref)) / sqrt((2 * l + 1) / (4 * pi))


def slater(k, f, g):
    x = np.log(r)
    inner = cumulative_trapezoid(g * r**(k + 1), x, initial=0)
    outer = cumulative_trapezoid(g * r**(-k), x, initial=0)
    potential = inner / r**(k + 1) + r**k * (outer[-1] - outer)
    return trapezoid(f * potential * r, x)


Rs, Rp, Rd = radial([0], 0), radial([1, 2, 3], 1), radial([4, 5, 6, 7, 8], 2)
for R in (Rs, Rp, Rd):
    assert abs(trapezoid(R**2 * r**3, np.log(r)) - 1) < 1e-5
mean_r = [trapezoid(R**2 * r**4, np.log(r)) for R in (Rs, Rp, Rd)]
G2 = slater(2, r**2 * Rs * Rd, r**2 * Rs * Rd)
R1 = slater(1, r**2 * Rs * Rp, r**2 * Rd * Rp)
exchange = eri[0, 4:, 0, 4:]
assert np.allclose(exchange, G2 / 5 * np.eye(5), atol=2e-6)
K = G2 / 5

# ---------- Whole spectra of 3s1 3d^n against the spin-operator formula ----------
sd = [0, 4, 5, 6, 7, 8]
eri_sd = np.ascontiguousarray(eri[np.ix_(sd, sd, sd, sd)])
eri_d = np.ascontiguousarray(eri[4:, 4:, 4:, 4:])
F0 = eri[0, 0, 4, 4]
worst_spectrum = 0.0
for n in (2, 3, 4, 5):
    ne_d = ((n + 1) // 2, n // 2)
    Hd = hamiltonian(np.zeros((5, 5)), eri_d, 5, ne_d)
    S2 = matrix_of(lambda v: spin_squared(v, 5, ne_d), 5, ne_d)
    U = np.linalg.eigh(Hd + 0.3717 * S2)[1]   # S2 term separates equal energies
    predicted = []
    for v in U.T:
        energy = v @ Hd @ v
        S = (sqrt(1 + 4 * abs(v @ S2 @ v)) - 1) / 2
        assert abs(2 * S - round(2 * S)) < 1e-5
        S = round(2 * S) / 2
        predicted.append(energy + n * F0 - K * (n / 2 + S))
        if S > 0:
            predicted.append(energy + n * F0 - K * (n / 2 - S - 1))
    ne = ((n + 2) // 2, (n + 1) // 2)
    H = hamiltonian(np.zeros((6, 6)), eri_sd, 6, ne)
    keep = shell_count(6, ne, [0]) == 1
    direct = np.linalg.eigvalsh(H[np.ix_(keep, keep)])
    assert len(direct) == len(predicted)
    worst_spectrum = max(worst_spectrum, np.abs(direct - np.sort(predicted)).max())
assert worst_spectrum < 2e-5

# ---------- Intensity ratio for S = 1/2 ... 5/2 from removal operators ----------
ratios = []
for n in range(1, 6):
    S = n / 2
    start = np.zeros((comb(6, n + 1), 6))
    start[0, 0] = 1.0
    up_removed = fci.addons.des_a(start, 6, (n + 1, 1), 0)
    down_removed = fci.addons.des_b(start, 6, (n + 1, 1), 0)
    low = low_spin_part(up_removed, 6, (n, 1), S)
    high = up_removed - low
    ratio = (np.sum(high**2) + np.sum(down_removed**2)) / np.sum(low**2)
    assert abs(ratio - (S + 1) / S) < 1e-10
    ratios.append((S, ratio))

# ---------- Mn2+: final states with one 3s electron removed ----------
S = 2.5
van_vleck = (2 * S + 1) * G2 / 5
ne_low, ne_high = (8, 4), (9, 3)
H_low = hamiltonian(h1, eri, 9, ne_low)
H_high = hamiltonian(h1, eri, 9, ne_high)
hf_state = np.zeros((1, comb(9, 4)))
hf_state[0, 0] = 1.0
phi = fci.addons.des_a(hf_state, 9, (9, 4), 0)
phi5 = low_spin_part(phi, 9, ne_low, S)
phi7 = (phi - phi5).ravel()
phi, phi5 = phi.ravel(), phi5.ravel()
w5, w7 = phi5 @ phi5, phi7 @ phi7
assert abs(w5 - 5 / 6) < 1e-10 and abs(w7 - 1 / 6) < 1e-10
E7 = phi7 @ H_low @ phi7 / w7
E5 = phi5 @ H_low @ phi5 / w5
top = fci.addons.des_b(hf_state, 9, (9, 4), 0).ravel()
assert abs(top @ H_high @ top - E7) < 1e-5       # same septet, other M
assert abs((E5 - E7) - van_vleck) < 2e-5
determinant_gap = phi @ H_low @ phi - E7
assert abs(determinant_gap - 2 * S * K) < 2e-5   # not a spin eigenstate

# two configurations: 3s1 3p6 3d5 and 3s2 3p4 3d6
ns = shell_count(9, ne_low, [0])
np_ = shell_count(9, ne_low, [1, 2, 3])
excited = (ns == 2) & (np_ == 4)
keep = ((ns == 1) & (np_ == 6)) | excited
H2 = H_low[np.ix_(keep, keep)]
septet_residual = np.linalg.norm(H2 @ phi7[keep] - E7 * phi7[keep]) / sqrt(w7)
assert septet_residual < 1e-5                    # septet does not mix
coupled = np.where(excited, H_low @ phi5, 0.0) / sqrt(w5)
V = np.linalg.norm(coupled)
assert abs(V - 2 / sqrt(5) * abs(R1)) < 2e-5
chi = coupled / V
gap = chi @ H_low @ chi - E5
two_level_shift = sqrt(gap**2 / 4 + V**2) - gap / 2
energies, U = np.linalg.eigh(H2)
fractions = (U.T @ phi5[keep])**2 / w5
seen = fractions > 1e-7
lines = list(zip(energies[seen] - E7, fractions[seen]))
assert 2 <= len(lines) <= 4
mean_line = sum(en * f for en, f in lines)
assert abs(mean_line - van_vleck) < 3e-5         # centre of gravity is kept
main = max(lines, key=lambda x: x[1])
assert main == lines[0] and main[0] < van_vleck
main_ratio = (1 + w7) / (w5 * main[1])

# all configurations within 3s, 3p, 3d, initial state correlated too
H_init = hamiltonian(h1, eri, 9, (9, 4))
ground = np.linalg.eigh(H_init)[1][:, 0].reshape(1, -1)
hf_weight = ground[0, 0]**2
eh, Uh = np.linalg.eigh(H_high)
wh = (Uh.T @ fci.addons.des_b(ground, 9, (9, 4), 0).ravel())**2
el, Ul = np.linalg.eigh(H_low)
low_full = low_spin_part(fci.addons.des_a(ground, 9, (9, 4), 0), 9, ne_low, S)
wl = (Ul.T @ low_full.ravel())**2
ih, il = np.argmax(wh), np.argmax(wl)
full_splitting = el[il] - eh[ih]
full_ratio = wh[ih] * (2 * S + 2) / (2 * S + 1) / wl[il]
assert full_splitting < van_vleck

# ---------- Output ----------
rough_measured = 6.0   # eV, rough size for Mn2+ compounds, an input
print(f"Mn2+ ROHF total energy: {mf.e_tot:.5f} hartree")
print(f"virial ratio -V/T: {virial:.6f}")
for name, value in zip(("3s", "3p", "3d"), mean_r):
    print(f"mean radius {name}: {value:.4f} bohr")
print(f"G2(3s,3d): {G2 * EV:.3f} eV")
print(f"K = G2/5: {K * EV:.3f} eV")
print(f"spin S of 3d5: {S}")
print(f"Van Vleck splitting 6 G2/5: {van_vleck * EV:.3f} eV")
print(f"Van Vleck splitting: {van_vleck * EV * elementary_charge:.4e} J")
print(f"splitting from many-electron matrix: {(E5 - E7) * EV:.3f} eV")
print(f"single-determinant gap 2S K: {determinant_gap * EV:.3f} eV")
print(f"largest error, 3s1 3d^n spectra, n=2..5: {worst_spectrum * EV:.1e} eV")
for spin, ratio in ratios:
    print(f"intensity ratio for S={spin}: {ratio:.4f}")
print(f"R1(3s3d;3p3p), magnitude: {abs(R1) * EV:.3f} eV")
print(f"coupling V to 3s2 3p4 3d6: {V * EV:.3f} eV")
print(f"gap to the coupled state: {gap * EV:.3f} eV")
print(f"two-level downward shift: {two_level_shift * EV:.3f} eV")
print(f"two-level splitting: {(van_vleck - two_level_shift) * EV:.3f} eV")
print("two-configuration quintet lines (energy above septet, share of quintet):")
for energy, fraction in lines:
    print(f"  {energy * EV:.3f} eV, share {fraction:.4f}")
print(f"mean energy of quintet lines: {mean_line * EV:.3f} eV")
print(f"main-line intensity ratio, two configurations: {main_ratio:.3f}")
print(f"HF weight in correlated initial state: {hf_weight:.4f}")
print(f"main-line splitting, all 3s3p3d configurations: {full_splitting * EV:.3f} eV")
print(f"main septet weight, spin-down removal: {wh[ih]:.4f}")
print(f"main quintet weight, spin-up removal: {wl[il]:.4f}")
print(f"main-line intensity ratio, all configurations: {full_ratio:.3f}")
print(f"rough measured splitting (input): {rough_measured:.0f} eV")
print(f"Van Vleck value / rough measured: {van_vleck * EV / rough_measured:.1f}")
print("every check passed")
```

Printed output:

```
Mn2+ ROHF total energy: -1149.08846 hartree
virial ratio -V/T: 2.000047
mean radius 3s: 0.8618 bohr
mean radius 3p: 0.9123 bohr
mean radius 3d: 1.1010 bohr
G2(3s,3d): 11.100 eV
K = G2/5: 2.220 eV
spin S of 3d5: 2.5
Van Vleck splitting 6 G2/5: 13.320 eV
Van Vleck splitting: 2.1341e-18 J
splitting from many-electron matrix: 13.320 eV
single-determinant gap 2S K: 11.100 eV
largest error, 3s1 3d^n spectra, n=2..5: 3.4e-05 eV
intensity ratio for S=0.5: 3.0000
intensity ratio for S=1.0: 2.0000
intensity ratio for S=1.5: 1.6667
intensity ratio for S=2.0: 1.5000
intensity ratio for S=2.5: 1.4000
R1(3s3d;3p3p), magnitude: 16.194 eV
coupling V to 3s2 3p4 3d6: 14.484 eV
gap to the coupled state: 17.069 eV
two-level downward shift: 8.277 eV
two-level splitting: 5.043 eV
two-configuration quintet lines (energy above septet, share of quintet):
  3.889 eV, share 0.6646
  22.542 eV, share 0.0618
  23.244 eV, share 0.1233
  43.107 eV, share 0.1502
mean energy of quintet lines: 13.320 eV
main-line intensity ratio, two configurations: 2.106
HF weight in correlated initial state: 0.9939
main-line splitting, all 3s3p3d configurations: 4.448 eV
main septet weight, spin-down removal: 1.0000
main quintet weight, spin-up removal: 0.5477
main-line intensity ratio, all configurations: 2.130
rough measured splitting (input): 6 eV
Van Vleck value / rough measured: 2.2
every check passed
```
